# Vanishing dc spin Hall conductivity in a disordered parabolic Rashba gas: test program

```python
# Result under test: in a parabolic Rashba gas with spin-independent disorder,
#   d s_y/dt = -(2 m alpha/hbar^2) j,  j = (hbar/2)(1/2){sigma_z, v_y},
# so the dc spin Hall conductivity vanishes once s_y is steady.
# H = hbar^2 k^2/2m + alpha (sigma_x k_y - sigma_y k_x) + V(r); charge -e, field E along x.
# Units: meV, nm, ps. Spin densities are in units of hbar. Responses are per eE.
# hm = hbar^2/m, gamma = hbar/(2 tau), W = strength of short-range disorder.
import numpy as np
from scipy import constants as sc
from scipy.integrate import cumulative_trapezoid

hbar = sc.hbar / sc.e * 1e15                      # meV ps
mass_ratio, alpha, fermi = 0.05, 10.0, 30.0
hm = sc.hbar**2 / (mass_ratio * sc.m_e) / sc.e * 1e21   # meV nm^2
one = np.eye(2, dtype=complex)
sx = np.array([[0, 1], [1, 0]], dtype=complex)
sy = np.array([[0, -1j], [1j, 0]])
sz = np.diag([1.0 + 0j, -1.0])
clean_unit = 1 / (8 * np.pi)                      # e/8pi, per e
kf = np.sqrt(2 * fermi / hm)
dos = 1 / (2 * np.pi * hm)                        # per spin, 1/(meV nm^2)


# ---------- driven finite sample with one explicit disorder realization ----------
def driven_sample(magnetic):
    """Return largest spin change and largest violation of the spin balance."""
    rng = np.random.default_rng(7)
    n = np.arange(-3, 4)
    nx, ny = [a.ravel() for a in np.meshgrid(n, n, indexing="ij")]
    kx, ky = 2 * np.pi / 60.0 * nx, 2 * np.pi / 60.0 * ny

    def random_potential():
        vq = np.fft.fft2(rng.normal(0, 40.0, (13, 13))) / 169
        return vq[(nx[:, None] - nx) % 13, (ny[:, None] - ny) % 13]

    static = np.kron(random_potential(), one)
    if magnetic:
        static = static + np.kron(random_potential(), sz)

    def hamiltonian(shift):
        q = kx + shift
        return (np.kron(np.diag(hm / 2 * (q**2 + ky**2)), one) + static
                + alpha * (np.kron(np.diag(ky), sx) - np.kron(np.diag(q), sy)))

    big_sz = np.kron(np.eye(len(kx)), sz)
    spin = np.kron(np.eye(len(kx)), sy) / 2
    hbar_vy = hm * np.kron(np.diag(ky), one) + alpha * np.kron(np.eye(len(kx)), sx)
    current = (big_sz @ hbar_vy + hbar_vy @ big_sz) / 4
    orbitals = np.linalg.eigh(hamiltonian(0.0))[1][:, :40]
    dt, steps, force = 0.0025, 400, -0.05         # ps, count, meV/nm

    def mean(op):
        return np.sum(orbitals.conj() * (op @ orbitals)).real

    s, j = [mean(spin)], [mean(current)]
    for i in range(steps):
        e, v = np.linalg.eigh(hamiltonian(force * (i + 0.5) * dt / hbar))
        orbitals = v @ (np.exp(-1j * e * dt / hbar)[:, None] * (v.conj().T @ orbitals))
        s.append(mean(spin))
        j.append(mean(current))
    change = np.array(s) - s[0]
    from_current = -2 * alpha / (hm * hbar) * cumulative_trapezoid(j, dx=dt, initial=0)
    return np.max(abs(change)), np.max(abs(change - from_current))


change_plain, gap_plain = driven_sample(False)
change_mag, gap_mag = driven_sample(True)
assert gap_plain < 1e-2 * change_plain            # time-quadrature error only
assert gap_mag > 0.1 * change_mag                 # magnetic disorder adds a torque

# ---------- clean gas: interband response and displaced Fermi sea ----------
root = np.sqrt((alpha / hm)**2 + 2 * fermi / hm)
k_plus, k_minus = root - alpha / hm, root + alpha / hm
nodes, weights = np.polynomial.legendre.leggauss(16)
radii = (k_plus + k_minus) / 2 + (k_minus - k_plus) / 2 * nodes
radial_w = (k_minus - k_plus) / 2 * weights * radii / (4 * np.pi**2)
angles = 2 * np.pi * (np.arange(32) + 0.5) / 32
clean_j = 0.0
for r, w in zip(radii, radial_w):
    for phi in angles:
        qx, qy = r * np.cos(phi), r * np.sin(phi)
        e, v = np.linalg.eigh(alpha * (sx * qy - sy * qx))
        low, high = v[:, 0], v[:, 1]
        j_el = low.conj() @ (hm * qy / 2 * sz) @ high
        v_el = high.conj() @ (hm * qx * one - alpha * sy) @ low
        clean_j += -2 * w * (2 * np.pi / 32) * (j_el * v_el).imag / (e[1] - e[0])**2


def displaced_spin(shift):
    """s_y of the singly occupied ring after a rigid displacement along k_x."""
    qx = radii[:, None] * np.cos(angles) + shift
    qy = radii[:, None] * np.sin(angles)
    return np.sum(radial_w[:, None] * (2 * np.pi / 32) * qx / np.hypot(qx, qy)) / 2


slope = (displaced_spin(1e-4) - displaced_spin(-1e-4)) / 2e-4
clean_from_growth = hm / (2 * alpha) * slope
assert abs(clean_j / clean_unit - 1) < 1e-6
assert abs(clean_from_growth / clean_unit - 1) < 1e-4

# ---------- disordered gas: ladder sum by momentum quadrature ----------
step = 1e-4
k_grid = (np.arange(40000) + 0.5) * step
phi8 = 2 * np.pi * (np.arange(8) + 0.5) / 8
KX = (k_grid[:, None] * np.cos(phi8)).ravel()
KY = (k_grid[:, None] * np.sin(phi8)).ravel()
K2 = KX**2 + KY**2
WT = np.sqrt(K2) * step * (2 * np.pi / 8) / (4 * np.pi**2)


def green(z):
    a = z - hm / 2 * K2
    d = a**2 - alpha**2 * K2
    return np.array([a, alpha * (KY + 1j * KX), alpha * (KY - 1j * KX), a]) / d


def ladder(tau, hw=0.0):
    """Bare and dressed spin Hall response in e/8pi, s_y per eE, dressed sigma_y velocity."""
    gamma = hbar / (2 * tau)
    gr, ga = green(fermi + hw + 1j * gamma), green(fermi - 1j * gamma)
    W = gamma / np.sum(WT * ga[0].imag)           # self-consistent level width

    def pair(factor):
        return ((gr * (WT * factor)) @ ga.T).reshape(2, 2, 2, 2)

    def between(t, x):
        return np.einsum("ijkl,jk->il", t, x)

    t0, tx, ty, txy = pair(1.0), pair(KX), pair(KY), pair(KX * KY)
    paulis = [sx, sy, sz]
    first = W * (hm * between(tx, one) + between(t0, -alpha * sy))
    assert abs(np.trace(first)) < 1e-8 * alpha    # no charge component is generated
    c = np.array([np.trace(p @ first) / 2 for p in paulis])
    M = np.array([[np.trace(p @ between(t0, q)) * W / 2 for q in paulis] for p in paulis])
    c = np.linalg.solve(np.eye(3) - M, c)
    dressed = -alpha * sy + sum(a * p for a, p in zip(c, paulis))

    def spin_hall(u):
        return -4 * hm / 2 * np.trace(sz @ (hm * between(txy, one) + between(ty, u)))

    s = -np.trace(sy @ (hm * between(tx, one) + between(t0, dressed))) / (4 * np.pi)
    return spin_hall(-alpha * sy), spin_hall(dressed), s, -alpha + c[1]


dc_rows = []
for tau in (0.3, 1.0, 3.0):
    delta = 2 * alpha * kf * tau / hbar
    bare, full, s, anomalous = ladder(tau)
    bare_formula = delta**2 / (1 + delta**2)
    s_formula = -alpha * dos * tau / hbar
    # closed forms are leading order in gamma/E_F and alpha k_F/E_F
    assert abs(bare.real / bare_formula - 1) < 0.015
    assert abs(s.real / s_formula - 1) < 0.02
    assert abs(full) < 1e-3 and abs(anomalous) < 1e-3 * alpha
    dc_rows.append((tau, delta, bare.real, bare_formula, full.real,
                    s.real / s_formula, anomalous.real / -alpha))

tau = 3.0
delta = 2 * alpha * kf * tau / hbar
ac_rows = []
for x in (0.01, 0.1, 0.5, 1.0, 4.0):
    hw = hbar * x / tau
    _, full, s, _ = ladder(tau, hw)
    formula = -1j * x * delta**2 / (-1j * x * (1 - 1j * x)**2 + delta**2 * (0.5 - 1j * x))
    from_spin = 1j * hw * hm / (2 * alpha) * s / clean_unit
    assert abs(full - formula) < 0.02             # leading-order closed form
    assert abs(full - from_spin) < 5e-3           # spin balance at finite frequency
    ac_rows.append((x, full, formula, abs(full - from_spin)))

# ---------- worked example ----------
field = 1000.0                                    # V/m
eE = field * 1e-6                                 # meV/nm
s_steady = ladder(tau)[2].real * eE               # hbar/nm^2
length = hm / (2 * alpha)                         # nm
carried = -length * s_steady                      # hbar/nm
decay_area = clean_unit * eE * 2 * tau / hbar     # area of (eE/8pi) exp(-t/2tau)
assert abs(carried / decay_area - 1) < 0.02

print(f"effective mass = {mass_ratio} m_e; alpha = {alpha:.1f} meV nm")
print(f"Fermi energy = {fermi:.1f} meV; k_F = {kf:.4f} 1/nm")
print(f"hbar^2/m = {hm:.1f} meV nm^2; spin splitting 2 alpha k_F = {2*alpha*kf:.3f} meV")
print(f"example tau = {tau:.1f} ps; gamma = {hbar/(2*tau):.4f} meV; Delta = {delta:.2f}")
print(f"density of states per spin N0 = {dos:.4e} 1/(meV nm^2)")
print("Driven finite sample, 40 electrons, 1 ps, eE = 0.05 meV/nm:")
print(f" scalar disorder: max spin change = {change_plain:.4f} hbar")
print(f" scalar disorder: max balance violation = {gap_plain:.2e} hbar")
print(f" magnetic disorder: max spin change = {change_mag:.4f} hbar")
print(f" magnetic disorder: max balance violation = {gap_mag:.4f} hbar")
print("Clean gas, in units of e/8pi:")
print(f" interband response = {clean_j/clean_unit:.6f}")
print(f" from growth of s_y = {clean_from_growth/clean_unit:.6f}")
print(f" Fermi wavenumbers k_+ = {k_plus:.4f}, k_- = {k_minus:.4f} 1/nm")
print("Disordered gas at zero frequency (spin Hall values in e/8pi):")
for t, d, b, bf, f, sr, an in dc_rows:
    print(f" tau = {t:.1f} ps, Delta = {d:.2f}: bare = {b:.4f}, bare formula = {bf:.4f}")
    print(f"   dressed = {f:.1e}; s_y ladder/formula = {sr:.4f}")
    print(f"   dressed/bare anomalous velocity = {an:.1e}")
print("Frequency dependence at tau = 3 ps (in e/8pi):")
for x, f, g, gap in ac_rows:
    print(f" omega tau = {x:.2f}: ladder = {f.real:.4f} {f.imag:+.4f} i")
    print(f"   formula = {g.real:.4f} {g.imag:+.4f} i; balance gap = {gap:.1e}")
print(f"Example field E = {field:.0f} V/m")
print(f"steady spin density s_y = {s_steady*1e6:.3f} hbar/um^2")
print(f"clean-gas spin current eE/8pi = {clean_unit*eE:.3e} meV/nm")
print(f"length hbar^2/(2 m alpha) = {length:.2f} nm")
print(f"spin carried in transient, from s_y = {carried*1e3:.4f} hbar/um")
print(f"spin carried, area of exponential = {decay_area*1e3:.4f} hbar/um")
print("ALL CHECKS PASSED")
```

It prints:

```
effective mass = 0.05 m_e; alpha = 10.0 meV nm
Fermi energy = 30.0 meV; k_F = 0.1984 1/nm
hbar^2/m = 1524.0 meV nm^2; spin splitting 2 alpha k_F = 3.968 meV
example tau = 3.0 ps; gamma = 0.1097 meV; Delta = 18.09
density of states per spin N0 = 1.0443e-04 1/(meV nm^2)
Driven finite sample, 40 electrons, 1 ps, eE = 0.05 meV/nm:
 scalar disorder: max spin change = 0.0834 hbar
 scalar disorder: max balance violation = 6.22e-06 hbar
 magnetic disorder: max spin change = 0.1262 hbar
 magnetic disorder: max balance violation = 0.2231 hbar
Clean gas, in units of e/8pi:
 interband response = 1.000000
 from growth of s_y = 1.000000
 Fermi wavenumbers k_+ = 0.1920, k_- = 0.2051 1/nm
Disordered gas at zero frequency (spin Hall values in e/8pi):
 tau = 0.3 ps, Delta = 1.81: bare = 0.7659, bare formula = 0.7659
   dressed = 7.4e-05; s_y ladder/formula = 0.9883
   dressed/bare anomalous velocity = 9.7e-05
 tau = 1.0 ps, Delta = 6.03: bare = 0.9732, bare formula = 0.9732
   dressed = 2.2e-05; s_y ladder/formula = 0.9965
   dressed/bare anomalous velocity = 2.3e-05
 tau = 3.0 ps, Delta = 18.09: bare = 0.9970, bare formula = 0.9970
   dressed = 7.5e-06; s_y ladder/formula = 0.9988
   dressed/bare anomalous velocity = 7.5e-06
Frequency dependence at tau = 3 ps (in e/8pi):
 omega tau = 0.01: ladder = 0.0004 -0.0200 i
   formula = 0.0004 -0.0200 i; balance gap = 2.5e-05
 omega tau = 0.10: ladder = 0.0386 -0.1923 i
   formula = 0.0386 -0.1923 i; balance gap = 2.3e-04
 omega tau = 0.50: ladder = 0.5015 -0.4989 i
   formula = 0.5015 -0.4988 i; balance gap = 8.3e-04
 omega tau = 1.00: ladder = 0.8039 -0.3971 i
   formula = 0.8039 -0.3970 i; balance gap = 1.1e-03
 omega tau = 4.00: ladder = 1.0358 -0.1095 i
   formula = 1.0365 -0.1092 i; balance gap = 1.2e-03
Example field E = 1000 V/m
steady spin density s_y = -4.754 hbar/um^2
clean-gas spin current eE/8pi = 3.979e-05 meV/nm
length hbar^2/(2 m alpha) = 76.20 nm
spin carried in transient, from s_y = 0.3623 hbar/um
spin carried, area of exponential = 0.3627 hbar/um
ALL CHECKS PASSED
```
